# The neutral 180-degree ferroelectric domain wall: profile and energy, derived twice, part 2

A flat wall in a ferroelectric film of a gate stack separates domains polarized up and down. The polarization $P(x)$ points along $z$, parallel to the wall; $x$ is the distance along the wall normal, and a prime on $P$ means $d/dx$. The wall is neutral, and charge at the film faces is assumed fully compensated by the electrodes. The mean-field, continuum energy density is

$$
u=f(P)+\frac g2\left(\frac{dP}{dx}\right)^2,\qquad
f(P)=-\frac a2P^2+\frac b4P^4,
$$

with $a,b,g>0$ in SI units. The domains have $P=\pm P_0$, $P_0=\sqrt{a/b}$, and the excess local energy is $\frac b4(P_0^2-P^2)^2$.

The first derivation, from the balance of forces, uses

$$
gP''=-aP+bP^3,\qquad \frac g2P'^2=f(P)+C,
$$

where $C=-f(P_0)$ for the wall. It gives $P=P_0\tanh(x/\delta)$, with half-width $\delta=\sqrt{2g/a}$ and energy per unit area

$$
\sigma=\frac{2\sqrt2}{3}\,\frac{\sqrt g\,a^{3/2}}{b}=\frac23\,aP_0^2\,\delta .
$$

The second derivation writes the excess as $gq^2/2$, with $q(P)=\sqrt{\frac b{2g}}\left(P_0^2-P^2\right)$, and completes the square. For every continuous profile of finite energy with the required end values, the energy per area above a uniform domain is

$$
\mathcal E[P]=\sigma+\frac g2\int_{-\infty}^{\infty}
\left[P'-\sqrt{\frac{b}{2g}}\,(P_0^2-P^2)\right]^2dx\;\ge\;\sigma .
$$

The integral term is the squared remainder. The trial profile in the numerical output is $P=P_0\left[\text{erf}(x/w)+0.6\,e^{-(x/w)^2}\right]$, $w=1.7\,\delta$.

The example has $P_0=50$ µC/cm² $=0.50$ C/m², $a=3.0\times10^8$ V m/C, $b=1.2\times10^9$ V m⁵/C³, $g=1.0\times10^{-10}$ V m³/C, $\delta=0.816$ nm and $\sigma=40.8$ mJ/m².

The vacuum permittivity is $\varepsilon_0$; the relative background permittivity $\varepsilon_b$ accounts for the response not contained in $P$. A head-to-head wall, with frozen polarization along the normal and no screening, has the field $P_0/(\varepsilon_0\varepsilon_b)$ on each side.

### What each derivation assumes

The first derivation assumes a profile smooth enough to have a second derivative, and finds where the energy is stationary. By itself it does not show that the stationary profile is a minimum. In return it does not depend on the special form of the end states: with another constant $C$, the same first integral describes other stationary profiles, such as periodic arrays.

The second derivation assumes only a continuous profile of finite energy, and proves a global minimum. Its price is a stronger demand on the energy: the excess must be non-negative, and it must vanish in both domains, so that it can be written as $gq^2/2$.

Both routes need equal energies in the two domains. An electric field $E$ along $z$ adds $-EP$ to the energy density. A static wall would still obey $gP'^2/2=f-EP+C$, with $P'=0$ at both ends, so the two end states would need the same energy density. The field makes these different, so within this model no static wall joins the two domains; the field drives the wall.

Neither route depends on the quartic form once the excess $\Delta f(P)$ is non-negative and vanishes only at the two domains. Setting $q=\sqrt{2\Delta f/g}$ gives

$$
\sigma=\int_{-P_0}^{P_0}\sqrt{2g\,\Delta f(P)}\;dP .
$$

The quartic form makes the profile a hyperbolic tangent.

The lower bound also survives variations along the wall. If $P$ depends on $y$ and $z$ as well, further gradient terms with positive coefficients add energy, and so does the field of any bound charge. The flat wall remains the minimum per projected area, within the one-component model with compensated faces.

### When a second component matters

Both derivations hold $P_x$ and $P_y$ at zero. A component $P_x(x)$ would create bound charge, which opposes it. A component $P_y(x)$ would not, and it could let the polarization rotate through the wall. Suppose that $P_y$ has the same $a$ and $g$, and is coupled by the term $(h/2)P^2P_y^2$. To second order in $P_y$, the added energy is

$$
\frac12\int\left[gP_y'^2+(-a+hP^2)P_y^2\right]dx .
$$

Consider first $h=3b$. Differentiating $gP''=-aP+bP^3$ gives

$$
g\phi''=(-a+3bP^2)\phi,\qquad \phi=P' .
$$

Since $\phi>0$, any $P_y$ can be written as $\phi v$. Inserting this, and replacing $(-a+3bP^2)\phi$ by $g\phi''$, gives the integrand

$$
g\left[(\phi'v+\phi v')^2+\phi\phi''v^2\right]
=g\left[\phi^2v'^2+(\phi\phi'v^2)'\right].
$$

The total derivative integrates to zero for a disturbance that vanishes far away. What remains is non-negative, and it vanishes for $P_y\propto\phi$. Thus $h=3b$ is the threshold. A larger $h$ adds a positive term and makes the wall stable against small $P_y$. A smaller $h$ gives $P_y\propto\phi$ a negative energy, so the wall is unstable. Where the instability ends depends on higher terms in $P_y$: if $P_y$ also has the quartic term $(b/4)P_y^4$, the wall at $h=2.9b$ splits into two 90° walls with $P_y=P_0$ between them.

The shift near the threshold follows from the average of $P^2$ with weight $\phi^2$. With $t=\tanh(x/\delta)$, and $\phi^2dx\propto(1-t^2)\,dt$, it is

$$
\frac{\langle P^2\rangle}{P_0^2}
=\frac{\int_{-1}^{1}t^2(1-t^2)\,dt}{\int_{-1}^{1}(1-t^2)\,dt}
=\frac{4/15}{4/3}=\frac15 .
$$

A change of $h$ by $\mp0.1b$ should therefore shift the lowest eigenvalue of the operator $-g\,d^2/dx^2-a+hP^2$, which is zero at the threshold, by $\mp0.02a$. Diagonalization around the numerically relaxed wall gave $-0.0202a$ at $h=2.9b$ and $+0.0198a$ at $h=3.1b$. The example assumes $h>3b$. This threshold belongs to the wall without the elastic term of the next section; with the elastic values given there, and shear strain neglected, it falls to about $1.2b$.

### Strain: the largest correction to the energy

So far $a$ and $b$ have stood for a crystal free of stress. Polarization also changes its shape: the stress-free strain is $Q_{11}P^2$ along $z$ and $Q_{12}P^2$ along $y$. Inside the wall $P^2$ is smaller, but the material there is joined to the domains on both sides and must keep their dimensions along $y$ and $z$. It is stretched or compressed by

$$
e_z=Q_{11}(P_0^2-P^2),\qquad e_y=Q_{12}(P_0^2-P^2).
$$

Along $x$ it can relax, so the normal stress vanishes. For isotropic elasticity with Young's modulus $Y$ and Poisson ratio $\nu$, Hooke's law is $Ye_y=s_y-\nu s_z$ and $Ye_z=s_z-\nu s_y$, where $s_y$ and $s_z$ are the stresses. Solving for them gives

$$
s_y=\frac{Y(e_y+\nu e_z)}{1-\nu^2},\qquad
s_z=\frac{Y(e_z+\nu e_y)}{1-\nu^2}.
$$

The elastic energy density is

$$
\frac12(s_ye_y+s_ze_z)
=\frac{Y(e_y^2+e_z^2+2\nu e_ye_z)}{2(1-\nu^2)}
=\frac{b_{el}}4(P_0^2-P^2)^2,
$$

$$
b_{el}=\frac{2Y}{1-\nu^2}\left(Q_{11}^2+Q_{12}^2+2\nu Q_{11}Q_{12}\right).
$$

This has the form of the excess energy already present. In that excess $b$ becomes $b+b_{el}$, while $P_0$ stays fixed. At fixed $P_0$ the energy is proportional to $\sqrt b$ and the width to $1/\sqrt b$, so the profile remains a hyperbolic tangent with

$$
\sigma_{el}=\sigma\sqrt{1+b_{el}/b},\qquad
\delta_{el}=\delta\big/\sqrt{1+b_{el}/b}.
$$

With the rough values $Y=100$ GPa, $\nu=0.30$, $Q_{11}=0.09$ and $Q_{12}=-0.03$ m⁴/C², $b_{el}=1.62\times10^9$ V m⁵/C³. The factor is $\sqrt{1+1.622/1.200}=1.53$. The energy rises to about 63 mJ/m², and the half-width falls to 0.53 nm.

### Lattice planes

A half-width of 0.53 nm is close to the plane spacing $s=0.40$ nm. Replace the slope by the difference between neighbouring planes divided by $s$. About the midpoint between two planes,

$$
\frac{P(x+s/2)-P(x-s/2)}s=P'+\frac{s^2}{24}P'''+\dots,
$$

and its square is $P'^2+(s^2/12)P'P'''$ to this order. Partial integration gives the energy change

$$
\Delta\sigma=-\frac g2\,\frac{s^2}{12}\int P''^2dx .
$$

The sum over planes adds no other term of order $s^2$, because the integrand vanishes smoothly at both ends. The readjustment of the profile enters only at order $s^4$, because the energy is stationary. From $P'=(P_0/\delta)(1-t^2)$ one finds $P''=-(2P_0/\delta^2)\,t(1-t^2)$, and

$$
\int P''^2dx=\frac{4P_0^2}{\delta^3}\int_{-1}^{1}t^2(1-t^2)\,dt
=\frac{16P_0^2}{15\,\delta^3}.
$$

With $g=a\delta^2/2$ this gives $\Delta\sigma=-(a\delta^2/4)(s^2/12)(16P_0^2/15\delta^3)=-aP_0^2s^2/(45\delta)$. Dividing by $\sigma=\frac23aP_0^2\delta$ yields

$$
\frac{\Delta\sigma}{\sigma}=-\frac1{30}\left(\frac s\delta\right)^2 .
$$

The formula gives $-0.8$ % without the elastic term and $-1.9$ % with it. Relaxing a wall centred between two planes gave $-0.83$ % and $-2.24$ %, each relative to its own continuum energy. For these two widths the energy is thus little affected. Narrower walls lose more: with the elastic term the shift is $-7$ % if $g$ is halved, and $-4.5$ % if $P_0=0.70$ C/m² at the same $a$ and $g$.

The freedom to slide is affected more. A wall centred on a plane costs more than one centred between planes by $6.0\times10^{-4}$ mJ/m² without the elastic term, and by 0.22 mJ/m² with it. The narrower wall feels the lattice several hundred times more strongly in this model. Free translation is therefore a property of the continuum, not of the crystal.

### The real film and its gate stack

The example stands beside tetragonal, titanium-rich lead zirconate titanate, for which a polarization of some tens of µC/cm² and a plane spacing near 0.4 nm are typical. The gradient coefficient is the least certain input; doubling it raises both width and energy by $\sqrt2$. The real material breaks the assumption of no separate elastic energy, which moves the energy by about $+53$ %. Its local energy also has a sixth-order term. If that term supplies half of the force that balances $aP_0$ at $P=P_0$, with $a$ and $P_0$ held fixed, the energy rises by 11 %; if it supplies all of it, which is closer to titanium-rich compositions, by 21 %. Heating from 300 K to 358 K (85 °C), with $a\propto T_0-T$, $T_0=700$ K, and $b$ and $g$ fixed, lowers it by 21 % in the quartic model (a wall with the sixth-order term alone loses 14.5 % of its own energy). Each change is relative to 40.8 mJ/m² and was computed alone; they need not add. At fixed $a$ and $g$ the energy is proportional to $P_0^2$: raising $P_0$ to 0.70 C/m² gives 80 mJ/m², and about 150 mJ/m² with the same elastic values. A measured wall energy of 40.8 mJ/m² should therefore not be expected; the model supports only a range from some tens to well above a hundred mJ/m², depending on composition. Hafnium zirconium oxide, the ferroelectric more compatible with silicon processing, has polar and nonpolar layers alternating within its cell, so a profile smooth on the scale of the cell cannot be taken for granted there.

The assumption of compensated faces is the most fragile one in a gate stack. Place an oxide of thickness $t_o$ and permittivity $\varepsilon_o$ on a film of thickness $t_f$, between shorted metal plates, with $P=P_0$ frozen and no charge at the interface. Zero total voltage and continuity of the displacement require

$$
t_fE_f+t_oE_o=0,\qquad
\varepsilon_0\varepsilon_bE_f+P_0=\varepsilon_0\varepsilon_oE_o .
$$

Inserting $E_f=-t_oE_o/t_f$ in the second condition gives

$$
E_o=\frac{P_0t_f}{\varepsilon_0(\varepsilon_ot_f+\varepsilon_bt_o)} .
$$

For $t_f=20$ nm, $t_o=1$ nm, $\varepsilon_b=10$ and $\varepsilon_o=3.9$, the oxide field would be 128 MV/cm, and the field in the film $-6.4$ MV/cm, opposed to the polarization. These are not fields that a device sustains: they show that the frozen, uncompensated state is untenable. With $P$ still frozen at $P_0$, keeping the oxide at a rough breakdown field of 10 MV/cm requires interface charge that compensates 92 % of $P_0$, since the field is proportional to the uncompensated part. If $P$ responds to the film field with the stress-free coefficients it falls to $0.74P_0$, and a charge of 66 % of $P_0$ suffices; for a film whose in-plane strain is held by the substrate at its value for $P_0$, the elastic constants above give $0.85P_0$ and 77 %.

Even then the film field has the size $10\times1/20=0.50$ MV/cm. The scale for comparison is the largest restoring field of a uniform domain, the maximum of $aP-bP^3$. It lies at $P=P_0/\sqrt3$ and equals

$$
E_c=\frac{aP_0}{\sqrt3}\left(1-\frac13\right)=\frac{2aP_0}{3\sqrt3}=0.58\ \text{MV/cm}.
$$

This is the field for uniform reversal in the model, not a measured coercive field. It belongs to the stress-free crystal with the quartic energy: the in-plane clamping just described raises it to 0.82 MV/cm, the sixth-order term alone to 0.80 MV/cm, and $P_0=0.70$ C/m² to 0.81 MV/cm. The numbers that follow use 0.58 MV/cm, and the larger values leave a wider margin. If the opposing film field stayed at 0.50 MV/cm while $P$ responded, the film would thus be close to losing the uniform domains on which the wall calculation rests. If instead the interface charge is fixed at 92 % of $P_0$, the opposing field falls as $P$ falls: the film settles at $0.945P_0$ in a field of 0.15 MV/cm. A fixed charge compensates one sign only, however, and no uniform reversed state then exists. The wall energy alone describes a wall in such a stack if the compensating charge follows the sign of each domain and brings the film field well below $E_c$. That keeps the domains intact but does not hold the wall still: on the lattice above, with the elastic term, a field of about 0.017 MV/cm, some thirty times below $E_c$, already moves it. This value depends steeply on the width: it becomes 0.17 MV/cm if $g$ is halved, 0.0004 MV/cm if $g$ is doubled, and 0.18 MV/cm for $P_0=0.70$ C/m², and it leaves out defects and thermal activation. Without such compensation the electrostatic energy of the whole stack must be minimized together with that of the walls. The flat wall can still survive inside the film: with no interface charge, the same $g$ along $z$ and an in-plane permittivity of 200, stripes about 7 nm wide keep $0.97P_0$ and a wall energy of 41 mJ/m² at mid-film, whereas with an in-plane permittivity of 10 the polarization there stays near $0.66P_0$ and the wall formula no longer applies. The remaining values are in the numerical output.

## Computed results

```
Input P0 = 50.0 uC/cm2
Input a = 3.00e+08 V m/C; g = 1.00e-10 V m3/C
Quartic coefficient b = 1.200e+09 V m5/C3
Energy barrier a P0^2/4 = 18.75 MJ/m3
Half-width delta = 0.8165 nm
Width 2 delta = 1.633 nm
Width from -0.9 P0 to 0.9 P0 = 2.404 nm
P at x = 0.4 nm: 22.71 uC/cm2
P at x = 0.8 nm: 37.65 uC/cm2
P at x = 1.6 nm: 48.05 uC/cm2
Wall energy = 40.82 mJ/m2
Wall energy = 0.2548 eV/nm2
Relaxed grid: lowest modes / a = 0.00000, 1.4998, 2.0145
Bloch mode / a at h = 2.9 b, 3.1 b: -0.0202, 0.0198
Trial profile energy = 42.33 mJ/m2
Trial squared remainder = 1.51 mJ/m2
Intrinsic coercive field = 0.577 MV/cm
Elastic inputs: Y = 100 GPa, nu = 0.30
Elastic inputs: Q11 = 0.09, Q12 = -0.03 m4/C2
Elastic quartic b_el = 1.622e+09 V m5/C3
Clamping factor sqrt(1+b_el/b) = 1.534
Clamped half-width = 0.532 nm
Clamped wall energy = 62.61 mJ/m2
Lattice plane spacing = 0.40 nm
Lattice energy shift, unclamped = -0.83 %
Lattice energy shift, clamped = -2.24 %
Site minus bond energy, unclamped = 5.97e-04 mJ/m2
Site minus bond energy, clamped = 2.23e-01 mJ/m2
Half-sextic wall energy = 45.32 mJ/m2
Half-sextic energy change = 11.0 %
Temperatures T0, room, hot = 700, 300, 358 K
Implied Curie constant = 1.506e+05 K
Hot P0 = 46.23 uC/cm2
Hot half-width = 0.883 nm
Hot wall energy = 32.28 mJ/m2
Hot energy change = -20.9 %
Film, oxide thickness = 20, 1 nm
Background, oxide permittivity = 10.0, 3.9
Uncompensated oxide field = 128.3 MV/cm
Uncompensated film field = -6.42 MV/cm
Rough oxide breakdown input = 10 MV/cm
Compensation needed at breakdown limit = 92.2 %
Film field size at that limit = 0.50 MV/cm
Head-to-head wall field, frozen P = 56.5 MV/cm
```
